Gaussian resolution and the exponential band tail

**Setting**

In an amorphous semiconductor, disorder leaves localized states in the gap below the conduction band. Let E be the energy measured from the band edge, negative in the gap, and let x = −E be the depth. In the gap the density of states per volume and energy is modelled as

g(E) = N exp(E/E₀), E₀ = 15 meV.

A spectrometer of empty states records a signal proportional to the density of states, with the same matrix element for all states. Its resolution function is a normalized Gaussian,

G(u) = exp(−u²/(2σ²)) / (σ√(2π)), σ = 30 meV.

Here σ is the standard deviation; the full width at half maximum is 70.6 meV. In units of density of states, the recorded spectrum is

H(E) = ∫ g(E′) G(E − E′) dE′.

**Part (a)**

Take the exponential to continue without end in both directions. Show that the blurring leaves its logarithmic slope unchanged and multiplies its intensity at each energy by exp(2).

**Answer.** Put E′ = E + u. Then g(E′) = g(E) exp(u/E₀), and G(−u) = G(u) because the Gaussian is even. Hence

H(E)/g(E) = ∫ exp(u/E₀) G(u) du ≡ A.

The energy E has dropped out, so A is a constant. To evaluate it, complete the square in the exponent:

u/E₀ − u²/(2σ²) = −[u² − 2uσ²/E₀]/(2σ²)
= −[(u − σ²/E₀)² − σ⁴/E₀²]/(2σ²)
= σ²/(2E₀²) − (u − σ²/E₀)²/(2σ²).

The last term gives a normalized Gaussian centred at u = σ²/E₀, whose integral is 1. Therefore

A = exp(σ²/(2E₀²)).

With σ/E₀ = 2 the exponent is 4/2 = 2, and A = exp(2) = 7.39. Since ln H = ln A + ln N + E/E₀, the slope d ln H/dE is still 1/E₀.

If σ is much smaller than E₀, then A ≈ 1 + σ²/(2E₀²), and the resolution hardly matters. The large factor here arises because the density changes by a factor exp(2) over one standard deviation.

**Part (b)**

From which true energies does the signal recorded at depth 150 meV come? By how much is the straight line on a logarithmic plot displaced along the energy axis? Explain why the two energies differ.

**Answer.** The integrand in part (a) is a Gaussian in u with centre σ²/E₀ = 900/15 = 60 meV and standard deviation σ. The signal recorded at −150 meV thus comes from states centred at −90 meV, with a spread of 30 meV.

For the displacement, write the factor A as a shift of the argument:

H(E) = N exp(E/E₀ + σ²/(2E₀²)) = g(E + σ²/(2E₀)).

The shift is 900/30 = 30 meV: a given density appears 30 meV deeper in the gap than it really lies.

The two energies differ because the states 60 meV nearer the band are recorded with reduced response. Their density is larger by exp(60/15) = exp(4), but G has fallen from its peak by exp(−60²/(2·30²)) = exp(−2). The product is exp(2), which is the density ratio for a step of 30 meV.

**Part (c)**

Now let the tail stop at the edge, with g = 0 for E > 0. Find H in the gap. Has the resolution increased the total number of states?

**Answer.** The condition E′ < 0 means u < −E = x. The integral of part (a) keeps its integrand but acquires an upper limit:

H(E)/g(E) = A ∫₋∞ˣ exp(−(u − σ²/E₀)²/(2σ²)) du / (σ√(2π)).

With t = (u − σ²/E₀)/σ this becomes

H(E)/g(E) = A Φ(z), z = (x − σ²/E₀)/σ,

where Φ(z) = ∫₋∞ᶻ exp(−t²/2) dt/√(2π) rises from 0 to 1. The full factor A is approached when x exceeds σ²/E₀ by several σ. This is the meaning of "deep" in this problem.

The total number of states is unchanged. Integrating H over all E and exchanging the order of integration gives

∫ H dE = ∫ g(E′) [∫ G(E − E′) dE] dE′ = ∫ g(E′) dE′ = N E₀,

because the bracket equals 1. The gain deep in the gap is paid for near the edge. At E = 0 half of the Gaussian weight falls where there are no states, and the other half meets densities below N, so H(0) < N/2.

**Part (d)**

A real tail runs into a band. Let g be continuous, and above the edge let its derivative satisfy 0 ≤ g′ ≤ (N/E₀) exp(E/E₀). Bound the intensity factor and the apparent tail energy H/H′ for E < 0. Show that a parabolic band can be joined to the tail under these conditions.

**Answer.** Integrating the condition upwards from g(0) = N gives 0 ≤ g ≤ N exp(E/E₀) above the edge. The band therefore contributes at least nothing, as in part (c), and at most what the endless exponential of part (a) would contribute:

A Φ(z) ≤ H/g ≤ A.

For the slope, differentiate under the integral and use ∂G(E − E′)/∂E = −∂G(E − E′)/∂E′. Integration by parts then moves the derivative onto g. The boundary terms vanish because G falls faster than g can grow, and no term arises at the edge because g is continuous there:

H′(E) = ∫ g′(E′) G(E − E′) dE′.

In the tail g′ = g/E₀, and above the edge g′ lies between 0 and (N/E₀) exp(E/E₀). The previous argument applies again:

A Φ(z) g/E₀ ≤ H′ ≤ A g/E₀.

Dividing the smallest H by the largest H′, and the largest H by the smallest H′, gives

E₀ Φ(z) ≤ H/H′ ≤ E₀/Φ(z).

Both bounds close on E₀ as the depth grows.

For a parabolic band of effective mass m, the number of states per volume in dk, with two spins, is 2·4πk² dk/(2π)³ = k² dk/π². If ε is the energy from the bottom of the parabola, k = (2mε/ħ²)^(1/2), so k² dk = ½(2m/ħ²)^(3/2) √ε dε. The density is C√ε with

C = (2m/ħ²)^(3/2)/(2π²).

Place the bottom of the parabola at E = −E₀/2 and use this density for E > 0:

g(E) = C√(E + E₀/2) = N√(1 + 2E/E₀), N = C√(E₀/2).

Its derivative is (N/E₀)/√(1 + 2E/E₀). At E = 0 this is N/E₀, the slope of the tail, and above the edge it is positive and smaller than N/E₀. The conditions hold.

**Part (e)**

Use an effective mass of 0.35 electron masses, for which C = 1.411×10²¹ cm⁻³ eV^(−3/2). Find N and the true and recorded densities at depth 150 meV. What edge density follows if the recorded line is extrapolated to E = 0 without correction? Where does the deep regime begin?

**Answer.** With E₀/2 = 0.0075 eV,

N = 1.411×10²¹ × √0.0075 = 1.22×10²⁰ cm⁻³ eV⁻¹.

At 150 meV the exponential is exp(−10) = 4.54×10⁻⁵, so the true density is 5.55×10¹⁵ cm⁻³ eV⁻¹. The convolution integral with the joined band gives a factor of 7.387 at this depth, and the recorded density is 4.10×10¹⁶ cm⁻³ eV⁻¹. Extrapolation multiplies this by exp(10) and returns 9.02×10²⁰ cm⁻³ eV⁻¹, which is 7.4 times N. The slope gives the right tail energy while the intercept gives the wrong density.

The same integral at other depths gives:

Depth 0 meV: factor 1.15, apparent tail energy 38.7 meV
Depth 60 meV: factor 5.59, apparent tail energy 18.4 meV
Depth 90 meV: factor 6.99, apparent tail energy 15.8 meV
Depth 120 meV: factor 7.35, apparent tail energy 15.1 meV
Depth 150 meV: factor 7.39, apparent tail energy 15.0 meV

From about 120 meV, where z = (120 − 60)/30 = 2, the apparent tail energy is within 1 % of E₀. Nearer the edge the tail looks too broad. At 150 meV the factor lies 0.024 % below exp(2); the bound of part (d) allows up to 0.135 %. Further digits are in the numerical output.

**Part (f)**

The numbers resemble those of amorphous In-Ga-Zn oxide. Assess a defect background of 10¹⁶ cm⁻³ eV⁻¹, weak Lorentzian wings of the resolution function, thermal filling at 300 K, and errors in σ and E₀.

**Answer.** A flat background D passes through a normalized resolution function unchanged. At 150 meV it adds 1.0×10¹⁶/4.10×10¹⁶ = 24 % to the recorded tail. It adds nothing to H′, so the apparent tail energy rises by the same fraction, to 18.7 meV. At 120 meV the recorded tail is 1.22×10²⁰ × exp(−8) × 7.35 = 3.0×10¹⁷ cm⁻³ eV⁻¹, and the background adds 3 %. The recorded tail meets the background at 171 meV, the true tail at 141 meV. Without background subtraction, no depth gives E₀ to 1 %: the band edge spoils the slope on one side and the defects on the other. The apparent tail energy is at best 15.5 meV, near 110 meV, and lies within 5 % of E₀ only from about 96 to 124 meV.

Lorentzian wings fall as 1/u². Multiplied by exp(u/E₀), they give a divergent integral in part (a), so no constant factor A exists, and the band supplies the signal deep in the gap. For a Lorentzian share of 10⁻⁴ with the Gaussian's half width, and a band cut at 1 eV, the wings add 9 % at 150 meV. The apparent tail energy, without defects, is then 16.2 meV at that depth and 189 meV at 250 meV. These values depend on the cut, because the wings reach far into the band: the added signal is 7 % for a cut at 0.5 eV, 11 % at 2 eV and 16 % with no cut, and the apparent tail energy at 250 meV ranges from about 150 to 370 meV. The unchanged slope is a property of resolution functions that fall fast enough, not of blurring in general.

Thermal filling removes 0.06 % of the signal at 150 meV if the Fermi level lies 300 meV below the edge. That Fermi level corresponds to only about 6×10¹³ band electrons per cm³. At 10¹⁶ and 10¹⁷ cm⁻³ the Fermi level lies 166 and 107 meV below the edge, the loss at 150 meV is 8 % and 37 %, and the apparent tail energy falls to 14.4 and 12.8 meV. The small estimate thus holds only for a highly resistive film, not for a more conducting one or for a channel in accumulation.

The intensity factor is sensitive to its inputs. From ln A = σ²/(2E₀²), small relative errors obey

δA/A = (σ²/E₀²)(δσ/σ − δE₀/E₀) = 4(δσ/σ − δE₀/E₀).

With E₀ fixed, σ = 33 meV gives A = 11.2 instead of 7.39. With σ fixed, E₀ = 14 and 16 meV give 9.9 and 5.8. A 10 % error in σ thus alters the inferred density by a third to a half, depending on its sign. If E₀ is known independently, this is more at 150 meV than the signal added by the wings or by a background of 10¹⁶ cm⁻³ eV⁻¹, or removed by thermal filling with the Fermi level 300 meV below the edge. If E₀ is instead read from the slope at that depth, the errors compound. The background gives E₀ = 18.7 meV and A = 3.6, so the inferred density is 2.5 times the true one; the wings give E₀ = 16.2 meV and A = 5.5, so it is about 1.5 times the true one.

For In-Ga-Zn oxide, the tail energy, mass and defect density used here are rough typical values, and defect densities vary strongly with deposition and annealing. With 10¹⁷ cm⁻³ eV⁻¹ the background at 150 meV would be 2.4 times the recorded tail. The resolution is idealized: inverse photoemission, which probes empty states, is usually several times coarser. At σ = 100 meV the deep regime would begin beyond a depth of σ²/E₀ = 667 meV. By the upper bound of part (d), the recorded tail there is at most N exp(22.2 − 44.4) ≈ 3×10¹⁰ cm⁻³ eV⁻¹. This is far less than the defect density, so this tail energy could not be read from the slope. A matrix element that differs between localized and band states would change the factor near the edge. For the pure Gaussian a twofold difference changes the signal at 150 meV by only about 0.1 %, because nearly all the signal there comes from the tail. With the wings above, a doubled band matrix element adds 8 % and raises the apparent tail energy from 16.2 to 17.4 meV. A matrix element that varies with energy within the tail would change both the factor and the slope; that effect is not sized here.

Calculated quantities

```
Tail energy E0: 15.0 meV
Resolution, standard deviation: 30.0 meV
Resolution, full width at half maximum: 70.6 meV
Intensity factor, endless exponential: 7.3891
Displacement of the line into the gap: 30.00 meV
Mean source energy for reading at -150 meV: -90.00 meV
Spread of source energies: 30.00 meV
Blurred/original area of truncated tail: 1.000000
Tail joined to band: depth (meV), factor, apparent tail energy (meV)
      0    1.1509    38.716
     30    3.1603    24.731
     60    5.5943    18.417
     90    6.9914    15.846
    120    7.3484    15.113
    150    7.3873    15.006
    180    7.3890    15.000
Effective mass: 0.35 electron masses
Band constant C: 1.411e+21 cm^-3 eV^-3/2
Edge density N: 1.222e+20 cm^-3 eV^-1
Depth of worked reading: 150 meV
True density there: 5.546e+15 cm^-3 eV^-1
Recorded density there: 4.097e+16 cm^-3 eV^-1
Edge density by naive extrapolation: 9.024e+20 cm^-3 eV^-1
Neglected effects at this depth:
Loss from end of tail at band edge: 0.0241 %
Upper bound on that loss: 0.1350 %
Defect density: 1.0e+16 cm^-3 eV^-1
Defect signal / recorded tail: 24.4 %
Apparent tail energy with defects: 18.67 meV
Depth where true tail equals defects: 141.2 meV
Depth where recorded tail equals defects: 171.2 meV
Lorentzian wing weight: 1.0e-04
Signal added by wings: 9.1 %
Apparent tail energy with wings: 16.24 meV
Same at 250 meV depth: 189.4 meV
Temperature: 300 K, thermal energy: 25.85 meV
Fermi level: -300 meV
Signal lost by thermal filling: 0.0580 %
Factor if sigma is 33 meV: 11.246
Factor if E0 is 14 meV: 9.934
Factor if E0 is 16 meV: 5.800
```
